**Peak tension in a confined line with a passive reservoir**

The program tests the result that a passive reservoir, identical to a confined line in length, cross-section and modulus and joined to its cathode, lowers the steady peak tension from \(GL/2\) to \(GL/4\). Here \(G\) is the electromigration force divided by the atomic volume, \(L\) is the line length, and the initial stress is zero. A finite-volume calculation evolves the stress in time without imposing the steady profile. The program asserts the steady peak and anode stresses, the storage-capacity law for five other reservoirs, and the effect of an initial stress. It also asserts that the junction tension is half the bare cathode tension at four times, and that no larger tension is present elsewhere at those times. Further assertions cover a reservoir at the anode, a current-carrying extension, and the small correction from an exponential storage law. For the model parameters used, the output shows peak tensions of 66.76 MPa without the reservoir and 33.38 MPa with it. The exponential storage law changes their ratio from 0.5 to 0.500261.

## Numerical verification

```python
"""Result under test: a passive reservoir identical in length, section and
modulus to a confined line, joined to its cathode, halves the steady peak
tension from G*L/2 to G*L/4 (zero initial stress, atoms conserved).
G = wind force / atomic volume, L = line length, B = effective modulus.
Tension is positive; the wind pushes atoms towards increasing x.
The transport solver uses L = 1, stress unit G*L, time unit L^2/kappa,
where kappa is the stress diffusivity of the line.
"""
import numpy as np
from scipy.constants import angstrom, electron_volt
from scipy.integrate import quad
from scipy.optimize import brentq

CELL = 0.01
LATE = 60.0


class Track:
    """Finite-volume chain of segments (length, area, modulus, drive)."""

    def __init__(self, segments):
        area, modulus, drive = [], [], []
        for length, a, b, g in segments:
            count = int(round(length / CELL))
            area += [a] * count
            modulus += [b] * count
            drive += [g] * count
        area, modulus, drive = map(np.array, (area, modulus, drive))
        n = len(area) + 1
        self.capacity = np.zeros(n)
        half_store = 0.5 * area * CELL / modulus
        self.capacity[:-1] += half_store
        self.capacity[1:] += half_store
        # edge flux = area * (stress difference / CELL + drive)
        difference = np.diff(np.eye(n), axis=0)
        stiffness = difference.T @ ((area / CELL)[:, None] * difference)
        source = -difference.T @ (area * drive)
        self.root = np.sqrt(self.capacity)
        symmetric = stiffness / np.outer(self.root, self.root)
        self.rate, self.mode = np.linalg.eigh(symmetric)
        self.rate[np.abs(self.rate) < 1e-8] = 0.0
        self.push = self.mode.T @ (source / self.root)

    def stress(self, time, initial=None):
        safe = np.where(self.rate > 0, self.rate, 1.0)
        growth = np.where(self.rate > 0,
                          -np.expm1(-safe * time) / safe, time)
        amplitude = self.push * growth
        if initial is not None:
            start = self.mode.T @ (self.root * initial)
            amplitude = amplitude + start * np.exp(-self.rate * time)
        return (self.mode @ amplitude) / self.root


line = (1.0, 1.0, 1.0, 1.0)
passive = (1.0, 1.0, 1.0, 0.0)
bare = Track([line])
joined = Track([passive, line])
junction = int(round(1.0 / CELL))
x = np.linspace(-1.0, 1.0, 2 * junction + 1)

# Steady states reached by time evolution from zero stress
bare_end = bare.stress(LATE)
joined_end = joined.stress(LATE)
assert abs(bare_end.max() - 0.5) < 1e-8
assert abs(joined_end.max() - 0.25) < 1e-8
assert np.allclose(joined_end, 0.25 - np.maximum(x, 0), atol=1e-8)
assert abs(bare_end[-1] + 0.5) < 1e-8
assert abs(joined_end[-1] + 0.75) < 1e-8

# Storage-capacity law for unequal reservoirs
for length, area, modulus in [(0.5, 1, 1), (2, 1, 1), (1, 3, 1),
                              (1, 1, 2), (0.5, 2, 1)]:
    r = length * area / modulus
    result = Track([(length, area, modulus, 0.0), line]).stress(LATE)
    assert abs(result.max() - 1 / (2 * (1 + r))) < 1e-8

# Initial stress: only its mean survives, and it is not halved
ramp = 0.2 * (1 + x)
prestressed = joined.stress(LATE, ramp)
assert abs(prestressed.max() - (0.2 + 0.25)) < 1e-8

# Controls: current in the extension; passive reservoir at the anode
active_peak = Track([line, line]).stress(LATE).max()
anode_peak = Track([line, passive]).stress(LATE).max()
assert abs(active_peak - 1.0) < 1e-8
assert abs(anode_peak - 0.75) < 1e-8

# Halving at every time, and no larger tension during the transient
times = [0.01, 0.05, 0.2, 1.0]
history = []
previous = 0.0
odd = np.arange(1, 400, 2)
for time in times:
    alone = bare.stress(time)[0]
    field = joined.stress(time)
    assert abs(field[junction] / alone - 0.5) < 1e-8
    assert field.max() <= field[junction] + 1e-9
    assert field[junction] > previous
    series = 0.5 - 4 / np.pi**2 * np.sum(
        np.exp(-(odd * np.pi)**2 * time) / odd**2)
    # tolerance covers the second-order grid error
    assert abs(alone - series) < 2e-4
    previous = field[junction]
    history.append((time, alone, field[junction]))

# Half length, double area: steady halving, different early ratio
squat = Track([(0.5, 2.0, 1.0, 0.0), line])
squat_junction = int(round(0.5 / CELL))
squat_early = squat.stress(0.01)[squat_junction] / bare.stress(0.01)[0]
assert abs(squat_early - 1 / 3) < 1e-5

# Worked example, eV and angstrom
charge = 2.0
electric_field = 1e-8
atomic_volume = 12.0
line_length = 5e5
modulus_B = 0.2
force = charge * electric_field
gradient = force / atomic_volume
scale = gradient * line_length
to_MPa = electron_volt / angstrom**3 / 1e6
peak_bare = scale * bare_end.max()
peak_joined = scale * joined_end.max()
assert abs(peak_bare / (gradient * line_length / 2) - 1) < 1e-7
assert abs(peak_joined / (gradient * line_length / 4) - 1) < 1e-7

# Atomic volume per section lost by the reservoir and gained by the line
strain = -scale * joined_end / modulus_B
step = CELL * line_length
lost = -np.trapezoid(strain[:junction + 1], dx=step) \
    if hasattr(np, "trapezoid") else \
    -np.trapz(strain[:junction + 1], dx=step)
gained = np.trapezoid(strain[junction:], dx=step) \
    if hasattr(np, "trapezoid") else \
    np.trapz(strain[junction:], dx=step)
slab = peak_joined * line_length / modulus_B
assert abs(lost / slab - 1) < 1e-7
assert abs(gained / slab - 1) < 1e-6

# Exponential storage law: solve atom conservation without linearizing
load = scale / modulus_B


def nonlinear_peak(reservoir_length):
    def excess(s):
        inside = quad(lambda u: np.exp(-(s - load * u)) - 1, 0, 1,
                      epsabs=1e-14, epsrel=1e-12)[0]
        return inside + reservoir_length * np.expm1(-s)
    return brentq(excess, 0.0, load, xtol=1e-15)


nonlinear_ratio = nonlinear_peak(1.0) / nonlinear_peak(0.0)
assert abs(nonlinear_ratio - 0.5 * (1 + load / 8)) < 1e-6

print(f"effective charge size z = {charge:.1f} (units of e)")
print(f"electric field = {electric_field:.3e} V/angstrom")
print(f"atomic volume = {atomic_volume:.1f} angstrom^3")
print(f"line length = reservoir length = {line_length:.3e} angstrom")
print(f"effective modulus B = {modulus_B:.3f} eV/angstrom^3")
print(f"wind force = {force:.3e} eV/angstrom")
print(f"stress gradient G = {gradient:.4e} eV/angstrom^4")
print(f"stress scale G*L = {scale:.4e} eV/angstrom^3")
print(f"bare peak tension = {peak_bare:.4e} eV/angstrom^3")
print(f"bare peak tension = {peak_bare * to_MPa:.2f} MPa")
print(f"peak tension with reservoir = {peak_joined:.4e} eV/angstrom^3")
print(f"peak tension with reservoir = {peak_joined * to_MPa:.2f} MPa")
print(f"steady peak ratio = {peak_joined / peak_bare:.6f}")
print(f"bare anode stress = {scale * bare_end[-1]:.4e} eV/angstrom^3")
print(f"anode stress with reservoir = {scale * joined_end[-1]:.4e}"
      " eV/angstrom^3")
print(f"slab lost by reservoir = {lost:.2f} angstrom")
print(f"slab gained by line = {gained:.2f} angstrom")
print(f"load G*L/B = {load:.5e} (dimensionless)")
print(f"peak ratio, exponential storage = {nonlinear_ratio:.6f}")
print("Transient: kappa*t/L^2, bare and joined cathode stress / (G*L)")
for time, alone, shared in history:
    print(f"  {time:.2f}  {alone:.5f}  {shared:.5f}")
print(f"half-length double-area reservoir, ratio at 0.01 = "
      f"{squat_early:.5f}")
print(f"current-carrying extension, peak/(G*L) = {active_peak:.5f}")
print(f"passive reservoir at anode, peak/(G*L) = {anode_peak:.5f}")
print(f"mean initial stress 0.2 G*L, joined peak/(G*L) = "
      f"{prestressed.max():.5f}")
print("PASS")
```

It prints:

```
effective charge size z = 2.0 (units of e)
electric field = 1.000e-08 V/angstrom
atomic volume = 12.0 angstrom^3
line length = reservoir length = 5.000e+05 angstrom
effective modulus B = 0.200 eV/angstrom^3
wind force = 2.000e-08 eV/angstrom
stress gradient G = 1.6667e-09 eV/angstrom^4
stress scale G*L = 8.3333e-04 eV/angstrom^3
bare peak tension = 4.1667e-04 eV/angstrom^3
bare peak tension = 66.76 MPa
peak tension with reservoir = 2.0833e-04 eV/angstrom^3
peak tension with reservoir = 33.38 MPa
steady peak ratio = 0.500000
bare anode stress = -4.1667e-04 eV/angstrom^3
anode stress with reservoir = -6.2500e-04 eV/angstrom^3
slab lost by reservoir = 520.83 angstrom
slab gained by line = 520.83 angstrom
load G*L/B = 4.16667e-03 (dimensionless)
peak ratio, exponential storage = 0.500261
Transient: kappa*t/L^2, bare and joined cathode stress / (G*L)
  0.01  0.11277  0.05638
  0.05  0.25201  0.12601
  0.20  0.44369  0.22184
  1.00  0.49998  0.24999
half-length double-area reservoir, ratio at 0.01 = 0.33333
current-carrying extension, peak/(G*L) = 1.00000
passive reservoir at anode, peak/(G*L) = 0.75000
mean initial stress 0.2 G*L, joined peak/(G*L) = 0.45000
PASS
```
